# Buckingham-Dunn Optical Rotation and the Choice of Multipole Origin

## Problem

A dilute sample contains $N$ identical neutral molecules per unit volume. One molecular axis is held along $z$, and the azimuths about that axis are random. The molecules are in a nondegenerate ground state with real wavefunctions and no spin magnetism. Linearly polarized light of angular frequency $\omega$, below all absorption, travels a distance $l$ along $z$.

(a) Find the rotation of the polarization to first order in the wavenumber $k$, in terms of molecular response tensors. Count it positive when it is clockwise for an observer who receives the light.

(b) Magnetic-dipole and electric-quadrupole moments depend on the point from which positions are measured. Find how each contribution to the rotation changes when this origin moves by $\mathbf a$, and decide what happens to the total.

(c) Evaluate the result for a spinless electron bound to a fixed neutralizing centre by

$$V=\tfrac12\sum_i w_i^2q_i^2+\lambda q_1q_2q_3+\kappa(q_1^2+q_2^2+q_3^2)^2 .$$

In atomic units (au), $w_i=0.40,\,0.50,\,0.65$, $\lambda=0.05$, $\kappa=0.001$ and $\omega=0.10$. The beam direction in the molecular frame is $(-0.604,\,0.220,\,0.766)$. For the change of origin, consider a molecule at the azimuth where the laboratory $x$ axis is $(0.452,-0.697,0.557)$ in the molecular frame, and take $\mathbf a=(1.0,-0.5,0.8)$ bohr in the laboratory frame. For the sample, take $N=10^{25}\ \mathrm{m^{-3}}$ and $l=0.1$ m.

## A first estimate by scaling

Rotation needs a response in which a field along $y$ produces a source along $x$ with a definite handedness. It vanishes if the field is uniform over the molecule, so compared with the polarizability $\alpha$ it carries a factor $k\ell$, where $\ell$ is the molecular size. It also carries a dimensionless measure $\eta$ of the distortion that removes the inversion centre. Write the handed response as $S/c$. Since $k=\omega/c$,

$$S\sim\omega\alpha\ell\eta .$$

A typical oscillator with $w=0.5$ has $\alpha\approx1/(w^2-\omega^2)\approx4.2$ au and $\ell\approx1/\sqrt{2w}=1$ bohr. Here that distortion is the term in $\lambda$, which couples oscillator states with strength $\lambda/\sqrt{8w_1w_2w_3}\approx0.05$ au. Divided by an energy spacing of about 0.5 au, this gives $\eta\approx0.1$. Hence $|S|\sim0.1\times4.2\times1\times0.1\approx0.04$ au. The sign is beyond such an estimate.

Moving the origin by $a$ puts $a$ in place of $\ell\eta$, because the displacement needs no such distortion. A single multipole contribution should then change by about $\omega\alpha a\approx0.4$ au for $a=1$ bohr, ten times the estimated signal. No single contribution can be the observable.

## Exact solution to first order in $k$

### Response of one molecule

Fields are real parts of complex amplitudes times $e^{i(kz-\omega t)}$. Let the perturbation be $-\tfrac12B(fe^{-i\omega t}+f^*e^{i\omega t})$, with $B$ Hermitian. For an excited state $j$ at transition frequency $\Omega_j>0$ above the ground state $n$, first-order perturbation theory with slow switching gives

$$c_j=\frac{B_{jn}}{2\hbar}\left[\frac{f e^{i(\Omega_j-\omega)t}}{\Omega_j-\omega}+\frac{f^*e^{i(\Omega_j+\omega)t}}{\Omega_j+\omega}\right].$$

Put this into $\langle A\rangle=\sum_jA_{nj}c_je^{-i\Omega_jt}+\text{c.c.}$ and collect the terms in $e^{-i\omega t}$. With $Z_j=A_{nj}B_{jn}$, the complex amplitude of $A$ is

$$\bar A=\frac f\hbar\sum_j\left[\frac{Z_j}{\Omega_j-\omega}+\frac{Z_j^*}{\Omega_j+\omega}\right]
=\frac{2f}{\hbar}\sum_j\frac{\Omega_j\,\mathrm{Re}Z_j+i\omega\,\mathrm{Im}Z_j}{\Omega_j^2-\omega^2}.$$

The traceless quadrupole is $\Theta_{ab}=\tfrac12\sum q(3r_ar_b-r^2\delta_{ab})$. The trace it omits couples to $\nabla\cdot\mathbf E$, which is zero for the incident wave. To the order needed, the coupling is

$$H'=-\mu_aE_a-m_aB_a-\tfrac13\Theta_{ab}\nabla_aE_b .$$

For real wavefunctions the matrix elements of $\mu$ and $\Theta$ are real and those of $m$ are imaginary. Three tensors follow:

$$\alpha_{ab}=\frac2\hbar\sum_j\frac{\Omega_j\,\mathrm{Re}[(\mu_a)_{nj}(\mu_b)_{jn}]}{\Omega_j^2-\omega^2},\qquad
G'_{ab}=-\frac2\hbar\sum_j\frac{\omega\,\mathrm{Im}[(\mu_a)_{nj}(m_b)_{jn}]}{\Omega_j^2-\omega^2},$$

and $A_{a,bc}$, which is $\alpha_{ab}$ with $\Theta_{bc}$ in place of $\mu_b$. Exchanging the two operators in $Z_j$ reverses its imaginary part, so

$$\mu_a=\alpha_{ab}E_b-iG'_{ab}B_b+\tfrac13A_{a,bc}\nabla_bE_c,\qquad m_b=iG'_{ab}E_a,\qquad \Theta_{bc}=A_{a,bc}E_a .$$

The response of $m$ and $\Theta$ to $\mathbf B$ and $\nabla\mathbf E$ would enter the radiated wave at order $k^2$ and is dropped.

### The radiating source

The current density is $\partial_t\mathbf P-\tfrac12\partial_t\nabla\cdot\mathbf Q+\nabla\times\mathbf M$, where $\mathbf Q$ is the density of $\sum q\,r_ar_b$. For $a\ne z$ the trace plays no part, and $\tfrac12\sum q\,r_ar_z=\tfrac13\Theta_{az}$. Replace $\nabla$ by $ik\hat{\mathbf z}$ and divide the current by $-i\omega$. The effective transverse dipole per molecule is

$$p_a=\mu_a-\frac{ik}{3}\Theta_{az}-\frac k\omega(\hat{\mathbf z}\times\mathbf m)_a .$$

Here $(\hat{\mathbf z}\times\mathbf m)_x=-m_y$ and $(\hat{\mathbf z}\times\mathbf m)_y=m_x$. Faraday's law gives $\mathbf B=(k/\omega)\hat{\mathbf z}\times\mathbf E$. In a dilute sample $k/\omega=1/c$ to leading order, so $B_x=-E_y/c$ and $B_y=E_x/c$.

Collect the factor multiplying $E_y$ in $p_x$. The induced electric dipole supplies the first three terms, the quadrupole the fourth and the magnetic dipole the fifth:

$$X_{xy}=\alpha_{xy}+\frac icG'_{xx}+\frac{ik}3A_{x,yz}-\frac{ik}3A_{y,xz}+\frac icG'_{yy}.$$

With $k=\omega/c$ this is $X_{xy}=\alpha_{xy}+iS/c$, where

$$\boxed{S=G'_{xx}+G'_{yy}+\frac\omega3\left(A_{x,yz}-A_{y,xz}\right)}$$

The factor multiplying $E_x$ in $p_y$ is

$$X_{yx}=\alpha_{xy}-\frac icG'_{yy}+\frac{ik}3A_{y,xz}-\frac{ik}3A_{x,yz}-\frac icG'_{xx}=\alpha_{xy}-\frac{iS}c .$$

In the diagonal factors the corrections cancel in pairs. For example,

$$X_{xx}=\alpha_{xx}-\frac icG'_{xy}+\frac{ik}3A_{x,xz}-\frac{ik}3A_{x,xz}+\frac icG'_{xy}=\alpha_{xx},$$

and likewise $X_{yy}=\alpha_{yy}$.

### From the response to the angle

Under a turn about $z$, $G'_{xx}+G'_{yy}$ is the trace of a $2\times2$ block, and $A_{x,yz}-A_{y,xz}$ is the antisymmetric part of the $2\times2$ array $A_{a,bz}$. Both are unchanged, so the random azimuth leaves $S$ as it is. The symmetric part of $X$ averages to $\bar\alpha=\tfrac12(\alpha_{xx}+\alpha_{yy})$ times the unit matrix, and linear birefringence disappears.

For circular waves $E_y=\pm iE_x$,

$$p_x=\left(\bar\alpha\pm i\,\frac{iS}c\right)E_x=\left(\bar\alpha\mp\frac Sc\right)E_x ,$$

and $p_y$ has the same factor relative to $E_y$. In a dilute medium the refractive index is one plus $N/(2\varepsilon_0)$ times this factor. The upper sign describes the real field $(\cos\omega t,\sin\omega t)$ at $z=0$. It turns counterclockwise for the receiver and is called left circular. Therefore

$$n_L-n_R=-\frac{NS}{\varepsilon_0c}.$$

Split light polarized along $x$ into $\tfrac12(1,i)+\tfrac12(1,-i)$, and let $\delta=\omega l(n_L-n_R)/(2c)$. Apart from a common phase, the field after the sample is

$$\tfrac12e^{i\delta}(1,i)+\tfrac12e^{-i\delta}(1,-i)=(\cos\delta,\,-\sin\delta).$$

For positive $\delta$ the polarization has turned from $x$ toward $-y$, which is clockwise for the receiver. With $1/(\varepsilon_0c^2)=\mu_0$,

$$\boxed{\Delta\theta=-\tfrac12\,\omega\mu_0lN\,S}$$

This answers part (a). The averaging matters: at one fixed azimuth, a difference between $\alpha_{xx}$ and $\alpha_{yy}$, or a nonzero $\alpha_{xy}$, would in general make the light elliptical and mask the rotation.

### Moving the origin

Replace every position $\mathbf r$ by $\mathbf r-\mathbf a$. The dipole changes at most by a constant, which has no matrix elements between different states. For particles of charge $q$ and mass $M$, the magnetic moment is $\sum(q/2M)\mathbf r\times\mathbf p$, so

$$\mathbf m\to\mathbf m-\tfrac12\mathbf a\times\dot{\boldsymbol\mu},\qquad \dot{\boldsymbol\mu}=\sum\frac qM\mathbf p=\frac i\hbar[H,\boldsymbol\mu].$$

The last equality requires a potential that commutes with position. Between exact eigenstates it gives $(\dot\mu_d)_{jn}=i\Omega_j(\mu_d)_{jn}$. The imaginary part in $G'_{ab}$ therefore changes by $-\tfrac12\epsilon_{bcd}a_c\Omega_j(\mu_a)_{nj}(\mu_d)_{jn}$. The minus sign in the definition of $G'$ turns this into

$$\delta G'_{ab}=\tfrac12\omega\,\epsilon_{bcd}\,a_c\,\alpha_{ad}.$$

Expanding the quadrupole gives, apart from a constant,

$$\Theta_{bc}\to\Theta_{bc}-\tfrac32(a_b\mu_c+a_c\mu_b)+\mathbf a\cdot\boldsymbol\mu\,\delta_{bc},$$

$$\delta A_{a,bc}=-\tfrac32(a_b\alpha_{ac}+a_c\alpha_{ab})+a_d\alpha_{ad}\delta_{bc}.$$

The magnetic elements change by

$$\delta G'_{xx}=\tfrac12\omega(a_y\alpha_{xz}-a_z\alpha_{xy}),\qquad
\delta G'_{yy}=\tfrac12\omega(a_z\alpha_{xy}-a_x\alpha_{yz}).$$

The terms in $a_z$ cancel in the sum:

$$\delta(G'_{xx}+G'_{yy})=D,\qquad D=\tfrac12\omega(a_y\alpha_{xz}-a_x\alpha_{yz}).$$

For the quadrupole elements,

$$\delta A_{x,yz}=-\tfrac32(a_y\alpha_{xz}+a_z\alpha_{xy}),\qquad
\delta A_{y,xz}=-\tfrac32(a_x\alpha_{yz}+a_z\alpha_{xy}),$$

$$\frac\omega3\,\delta(A_{x,yz}-A_{y,xz})=-\tfrac12\omega(a_y\alpha_{xz}-a_x\alpha_{yz})=-D .$$

Thus $\delta S=D-D=0$. The origin decides how one rotation is divided between two multipoles. It does not affect the rotation.

The two parts depend on the origin when $D\ne0$. If $z$ is a principal axis of $\alpha$, then $\alpha_{xz}=\alpha_{yz}=0$ and each part is invariant by itself. The same holds for a displacement along $z$, although $G'_{xx}$ and $G'_{yy}$ can still change separately.

### Two further limits

Inversion through the centre reverses $\mu$ but leaves $m$ and $\Theta$ unchanged, so it reverses $G'$ and $A$. An inverted molecule therefore has the opposite $S$ for the same beam direction. A centrosymmetric molecule has $G'=A=0$ at its centre, and hence $S=0$ at every origin.

For free orientation, note that $S$ is a quadratic form in the components of the beam direction. Its average over all directions is then the mean over three perpendicular beams. The quadrupole terms of these beams add to

$$A_{x,yz}-A_{y,xz}+A_{y,zx}-A_{z,yx}+A_{z,xy}-A_{x,zy}=0,$$

because $A_{a,bc}=A_{a,cb}$. Each diagonal element of $G'$ occurs twice, so the average is $\tfrac23\mathrm{Tr}\,G'$. The quadrupole contribution is thus a property of oriented samples.

### Numbers for the model

The states were found by diagonalization with 12 oscillator functions per axis. The lowest excitation, 0.421 au, lies well above $\omega$. With $\mathbf a$ fixed in the laboratory frame, the division between the two parts depends on the molecule's azimuth, though $S$ does not, and $D$ averages to zero over random azimuths. For an origin displaced within the molecule, $\mathbf a$ turns together with $\alpha$, and $D$ is the same at every azimuth. At the azimuth stated in the problem, $\alpha_{xz}=-1.223$ au and $\alpha_{yz}=-1.193$ au, so the predicted transfer is

$$D=\tfrac12(0.10)\left[(-0.5)(-1.223)-(1.0)(-1.193)\right]=0.0902\ \text{au}.$$

The parts computed separately at the two origins are, in au:

| Origin | $G'$ part | $A$ part | $S$ |
|---|---:|---:|---:|
| Centre | −0.00133 | −0.00180 | −0.00313 |
| Displaced by $\mathbf a$ | 0.08888 | −0.09201 | −0.00313 |

At the displaced origin each part is almost thirty times as large as $|S|$, and the $G'$ part alone would give the wrong sign. With $\lambda=0$ the well is centrosymmetric, yet at the same displaced origin the parts are $0.0885$ and $-0.0885$ au. A large $G'$ part is therefore no evidence of chirality. For an oriented sample a nonzero $S$ is not such evidence either. With $w_1=w_2$ the well has a mirror plane and $\mathrm{Tr}\,G'=0$, but symmetry still allows $S\ne0$ for a general beam direction.

The forward response was also computed from the electron's current operator with the full factor $e^{ikz}$, without a multipole expansion. It gives the same $S=-0.00313$ au. This tests the relative weight and sign of the two parts.

In SI units $S=-1.130\times10^{-37}\ \mathrm{C^2\,m^3\,J^{-1}\,s^{-1}}$. The vacuum wavelength is 455.6 nm, which corresponds to $\omega=4.134\times10^{15}\ \mathrm{s^{-1}}$. Then, with all factors in SI units,

$$\Delta\theta=\tfrac12(4.134\times10^{15})(1.2566\times10^{-6})(0.1)(10^{25})(1.1298\times10^{-37})
=2.93\times10^{-4}\ \text{rad}.$$

This is 0.293 mrad, or $0.0168^\circ$, clockwise for the receiver. The index difference behind it is $n_L-n_R=4.26\times10^{-10}$.

Averaged over all orientations, $S$ is $0.000103$ au, about thirty times smaller than for this beam direction and of opposite sign. A measurement on freely oriented molecules would not reveal the rotation of the aligned sample.

## Comparison of the two

The estimate $|S|\sim0.04$ au is about 13 times the computed 0.00313 au. It has the right factors $\omega$, $\alpha$ and length, but it treats all contributions as if they added. One source of reduction can be seen in the harmonic ground state. There the angular momentum about axis 1 has the matrix element, in au,

$$\langle011|q_2p_3-q_3p_2|000\rangle=\frac i2\left(\sqrt{\frac{w_3}{w_2}}-\sqrt{\frac{w_2}{w_3}}\right)=i\,\frac{w_3-w_2}{2\sqrt{w_2w_3}}\approx0.13\,i .$$

The small frequency difference thus weakens the magnetic transition. Symmetry shows that the quadrupole part also depends on the frequency differences. If the three $w_i$ were equal, $V$ would be unchanged by half-turns about the axes, by their cyclic permutation, and by the exchange of two axes, which is a reflection. With the origin at the centre, the rotations would make each part of $S$ the same for every beam direction, and the reflection would reverse its sign, so both parts would vanish. The estimate counts only $\lambda$ and misses this.

For the displacement, the estimate of 0.4 au compares with $D=0.090$ au. Here the exact law shows the cause: it contains a factor $\tfrac12$, and it uses off-diagonal elements near 1.2 au in place of a typical $\alpha$ of 4.2 au. The main conclusion of the scaling survives, since the origin-dependent change in each part far exceeds the signal.

The cancellation also sets a condition on approximate calculations. The $A$ part changes through position matrix elements, while the $G'$ part changes through momentum matrix elements. They cancel if the two sets obey $(\dot\mu_d)_{jn}=i\Omega_j(\mu_d)_{jn}$, which a truncated basis generally violates. With three functions per axis, the displacement changes $S$ by $6.5\times10^{-4}$ au, about 21% of the converged $|S|$. With 12 functions per axis, the change is $3\times10^{-10}$ au. Origin independence is thus a useful check on a calculation, though it does not by itself show that the value of $S$ is accurate.

The remaining values, including those for a displacement along the beam and for a principal axis, are in the numerical output below.

## Values computed for the example and the checks

```
well frequencies w1 w2 w3 (au): 0.4 0.5 0.65
chiral coupling lambda, quartic kappa (au): 0.05 0.001
light frequency omega = 0.10 au
vacuum wavelength = 455.6 nm
lowest excitation = 0.42119 au
beam direction in molecular frame: [-0.60402  0.21985  0.76604]
origin displacement a, lab frame (bohr): [ 1.  -0.5  0.8]
alpha_xx = 3.85177 au
alpha_yy = 4.63489 au
alpha_xy = 0.32645 au
alpha_xz = -1.22291 au
alpha_yz = -1.19276 au
origin centre:
  G'xx = -0.000807, G'yy = -0.000523 au
  A_x,yz = 0.01924, A_y,xz = 0.07332 au
  G' part = -0.001330, A part = -0.001803 au
  sum S = -0.003132 au
origin displaced by a:
  G'xx = 0.016708, G'yy = 0.072173 au
  A_x,yz = -1.28969, A_y,xz = 1.47071 au
  G' part = 0.088881, A part = -0.092013 au
  sum S = -0.003132 au
origin displaced along z only:
  G'xx = -0.013865, G'yy = 0.012535 au
  A_x,yz = -0.37251, A_y,xz = -0.31843 au
  G' part = -0.001330, A part = -0.001803 au
  sum S = -0.003132 au
predicted transfer D = 0.090211 au
S from full exp(ikz) current = -0.003132 au
S of mirror image = 0.003132 au
orientation average of S = 0.000103 au
principal axis 3, centre: G' part -0.001263, A part -0.002317 au
principal axis 3, displaced: G' part -0.001263, A part -0.002317 au
centrosymmetric, displaced: G' part 0.088502, A part -0.088502 au
origin drift of S, 12 functions per axis = 3.2e-10 au
origin drift of S, 3 functions per axis = 6.5e-04 au
number density = 1.0e+25 m^-3, path = 0.1 m
S in SI = -1.1298e-37 C^2 m^3 J^-1 s^-1
n_L - n_R = 4.2563e-10
rotation from formula = 0.29347 mrad
rotation from propagation = 0.29347 mrad
rotation from formula = 0.016815 degrees
```
